\section*{Why ion-beam ripple wavelength diverges near the critical incidence angle}

\section*{Question}

An ion beam leaves a surface smooth at steep incidence and covers it with ripples beyond a critical angle. Why do the ripples become so long, and grow so slowly, as that angle is approached from the rippled side? And what fixes the two different powers of the angular distance?

\section*{Answer}

\subsection*{The mechanism: two effects of a tilt}

Let the beam make an angle $\theta$ with the normal of the flat surface and travel along $\mathbf u=(\sin\theta,0,-\cos\theta)$. The surface height is $h(x,y,t)$, and slopes are small enough to keep first-order terms only. The material is a pure element, with no impurities deposited during bombardment.

Each ion pushes many atoms a short way downbeam. Let $F$ be the ion flux through a plane normal to the beam, $\Omega$ the atomic volume, and $M$ the sum of the atomic displacements caused by one ion. I assume that the displacement along the surface is $M$ times the tangential part of $\mathbf u$, with $M$ independent of the angle of incidence. The upward normal is $\mathbf n=(-h_x,-h_y,1)$ to first order, so the flux received per unit surface area is $F$ times
\[
-\mathbf u\cdot\mathbf n=\cos\theta+h_x\sin\theta .
\]
The tangential part of the beam direction, $\mathbf u-(\mathbf u\cdot\mathbf n)\mathbf n$, has the components
\[
\sin\theta-h_x\cos\theta,\qquad -h_y\cos\theta .
\]
Terms of second order in the slopes have been dropped. Multiplying flux and displacement gives the volume current
\begin{align}
J_x&=F\Omega M(\cos\theta+h_x\sin\theta)(\sin\theta-h_x\cos\theta)\nonumber\\
&=F\Omega M\left[\sin\theta\cos\theta-h_x(\cos^2\theta-\sin^2\theta)\right],\\
J_y&=-F\Omega M\cos^2\theta\,h_y .
\end{align}
A slope facing the beam has $h_x>0$. It collects more ions, but each ion pushes less strongly along it. At steep incidence the weaker push wins: less material climbs the beam-facing side of a crest than leaves over the far side, and the crest is drained. At oblique incidence the extra ions win, and the crest is fed.

Volume conservation, $h_t=-\partial_xJ_x-\partial_yJ_y$, gives
\begin{equation}
h_t=S_xh_{xx}+S_yh_{yy},\qquad
S_x=F\Omega M\cos2\theta,\quad S_y=F\Omega M\cos^2\theta .
\end{equation}
Positive coefficients smooth the surface. Thus $S_x$ changes sign at $\theta_c=45^\circ$ in this model, while $S_y$ remains positive below grazing incidence. Define $A=-S_x$, so that $A>0$ is destabilising. With $\delta=\theta-\theta_c$ in radians,
\begin{equation}
A=F\Omega M\sin2\delta\simeq a\delta,\qquad a=2F\Omega M .
\end{equation}
The two tilt effects cancel at $\theta_c$ because they compete. Neither disappears there.

\subsection*{Why the smoothing does not vanish too}

The beam also softens a layer of depth $d$, which flows with viscosity $\eta$ under surface energy $\gamma$. For ripples much longer than $d$, the capillary pressure is $p=-\gamma h_{xx}$, and the horizontal velocity $v$ obeys $\eta v_{zz}=p_x$. With no slip at the base and no shear stress on top,
\[
v=\frac{p_x}{\eta}\left(\frac{z^2}{2}-zd\right),\qquad
\int_0^d v\,dz=-\frac{d^3}{3\eta}p_x .
\]
Conservation then gives $h_t=(d^3/3\eta)p_{xx}$, or
\begin{equation}
h_t=-B\,h_{xxxx},\qquad B=\frac{\gamma d^3}{3\eta}.
\end{equation}
Nothing in $B$ involves the cancellation that removes $A$, so $B$ is finite and positive at $\theta_c$.

\subsection*{From the competition to the two powers}

For a ripple $h\propto e^{iqx+st}$, the two terms give
\begin{equation}
s(q)=Aq^2-Bq^4 .
\end{equation}
A component $q_y$ across the beam would add $-S_yq_y^2$ and increase the fourth-order damping. The fastest ripple therefore has its wavevector along the beam.

When $A>0$, growth occurs for $0<q<\sqrt{A/B}$. This band shrinks onto $q=0$ as $A\to0$, which is why the wavelength diverges. The maximum follows from
\[
\frac{ds}{dq}=2Aq-4Bq^3=0,\qquad q_*^2=\frac{A}{2B}.
\]
Inserting this root,
\[
s_*=\frac{A^2}{2B}-B\frac{A^2}{4B^2}=\frac{A^2}{4B}.
\]
With $A\simeq a\delta$ and $\lambda_*=2\pi/q_*$,
\begin{equation}
\lambda_*=2\pi\sqrt{\frac{2B}{a\delta}},\qquad
s_*=\frac{a^2\delta^2}{4B}\qquad(\delta\to0^+).
\label{eq:law}
\end{equation}
The growth rate loses one power of $\delta$ because the drive weakens. It loses the second because the surviving ripples are longer, and the drive acts through $q_*^2\propto\delta$. Since $s_*=Bq_*^4$,
\begin{equation}
s_*\lambda_*^4=16\pi^4B ,
\label{eq:product}
\end{equation}
so a long ripple is necessarily a slow one. For $\delta<0$ every $q>0$ decays, and no wavelength is selected.

\subsection*{What the exponents depend on}

The form of $s(q)$ is more general than this atomic picture. Raising the whole surface uniformly costs nothing, so $s(0)=0$. Because $h$ is real, $s(-q)=s(q)^*$, and the real part of $s$ is even in $q$. If the response is local enough to be expanded in powers of $q$, growth therefore starts with $q^2$, followed by $q^4$. Odd derivatives contribute imaginary terms, which move the ripples without changing their growth. Symmetry does not fix the sign of the $q^4$ term, and the law needs it to damp. If it were destabilising and a sixth-order term damped, $s=Aq^2+B'q^4-C'q^6$ with $B',C'>0$, growth would start already at $A=-B'^2/(4C')$ and at the finite wavenumber $q^2=B'/(2C')$.

Suppose instead that the damping were $Cq^n$, with $n>2$. Then $2Aq=nCq^{n-1}$ at the maximum, so
\[
q_*^{n-2}=\frac{2A}{nC},\qquad s_*=Aq_*^2\left(1-\frac2n\right).
\]
Hence $\lambda_*\propto\delta^{-1/(n-2)}$ and $s_*\propto\delta^{n/(n-2)}$. For $n=4$ the exponents are $-1/2$ and $2$. For $n=6$, which would apply if $B$ were absent and the sixth-order term were damping, they are $-1/4$ and $3/2$.

The linear zero of $A$ matters as well. If $A$ vanished as $\delta^m$, equation (\ref{eq:law}) would give $\lambda_*\propto\delta^{-m/2}$ and $s_*\propto\delta^{2m}$.

The divergence disappears if some process damps all wavelengths at a common rate $\alpha$. Then $s=-\alpha+Aq^2-Bq^4$, whose maximum is $-\alpha+A^2/(4B)$. Growth starts at $A=2\sqrt{\alpha B}$, where
\[
q_*^2=\frac{A}{2B}=\sqrt{\frac{\alpha}{B}},\qquad
\lambda_*=2\pi\left(\frac B\alpha\right)^{1/4}.
\]
The onset wavelength is now finite. Such damping needs a mechanism that senses height itself, measured either from a fixed level or from the mean of the whole surface. The first violates $s(0)=0$. The second keeps it but is not local, so $s$ cannot be expanded in powers of $q$ about $q=0$.

\subsection*{Numbers for argon on silicon}

The following are rough values for 250 eV argon ions on silicon at room temperature: $F=10^{15}\ \mathrm{cm^{-2}\,s^{-1}}=10\ \mathrm{nm^{-2}\,s^{-1}}$, $\Omega=0.02\ \mathrm{nm^3}$, $M=10$ nm, $\gamma=1.3\ \mathrm{J/m^2}$, $\eta=2\times10^8$ Pa s and $d=2$ nm. They give
\begin{align*}
F\Omega M&=10\times0.02\times10=2\ \mathrm{nm^2/s},\qquad a=4\ \mathrm{nm^2/s}\text{ per radian},\\
\gamma/\eta&=6.5\ \mathrm{nm/s},\qquad B=6.5\times2^3/3=17.3\ \mathrm{nm^4/s}.
\end{align*}
At $\delta=5^\circ=0.0873$ rad, $a\delta=0.349\ \mathrm{nm^2/s}$, and
\[
\lambda_*=2\pi\sqrt{\frac{34.7}{0.349}}=63\ \mathrm{nm},\qquad
s_*=\frac{0.349^2}{69.3}=1.76\times10^{-3}\ \mathrm{s^{-1}} .
\]
The same law at other distances gives:
\begin{center}
\begin{tabular}{cccc}
$\delta$ & $\lambda_*$ (nm) & $1/s_*$ (s) & ions/cm$^2$ per e-fold\\
$1^\circ$ & 140 & 14200 & $1.4\times10^{19}$\\
$2.5^\circ$ & 89 & 2280 & $2.3\times10^{18}$\\
$5^\circ$ & 63 & 569 & $5.7\times10^{17}$\\
$10^\circ$ & 44 & 142 & $1.4\times10^{17}$
\end{tabular}
\end{center}
An e-fold is growth of the amplitude by a factor $e$. Going from $10^\circ$ to $1^\circ$ lengthens the ripple only about threefold but slows it a hundredfold. Using $\sin2\delta$ in place of $2\delta$ lowers the growth rate at $10^\circ$ by 4\% relative to the law.

\subsection*{Why a finite run hides the divergence}

Let a ripple need $G$ e-folds to become visible in a run of duration $T$. The condition $s_*T\ge G$ and equation (\ref{eq:product}) give
\begin{equation}
\delta\ge\frac2a\sqrt{\frac{BG}{T}},\qquad
\lambda_*\le2\pi\left(\frac{BT}{G}\right)^{1/4}.
\end{equation}
For $T=3600$ s and a chosen $G=5$, the smallest usable distance is $4.4^\circ$ and the longest visible fastest-growing ripple is 66 nm. The fluence is already $3.6\times10^{18}$ ions/cm$^2$. At fixed flux and $G$, doubling this wavelength needs a run sixteen times longer. A surface that looks smooth after a finite run may thus lie slightly on the unstable side.

\subsection*{Sputtering moves the threshold}

The model has so far left out the removal of atoms. Suppose that an ion deposits its energy in a Gaussian of width $w$, centred a distance $b$ along its path, and that erosion is proportional to the energy reaching the surface. Consider the origin of a curved surface $z=(\kappa_xx^2+\kappa_yy^2)/2$. An ion entering at $\mathbf r=(x,y,z)$ contributes
\[
(\cos\theta+\kappa_xx\sin\theta)
\exp\left(-\frac{|\mathbf r+b\mathbf u|^2}{2w^2}\right).
\]
To first order in curvature,
\[
|\mathbf r+b\mathbf u|^2=(x+b\sin\theta)^2+y^2+b^2\cos^2\theta-2bz\cos\theta .
\]
The last term multiplies the flat-surface Gaussian by $1+bz\cos\theta/w^2$. In that Gaussian, $\langle x\rangle=-b\sin\theta$, $\langle x^2\rangle=w^2+b^2\sin^2\theta$ and $\langle y^2\rangle=w^2$. If $Y$ is the number of atoms sputtered per ion from a flat surface, the erosion speed is
\[
F\Omega Y\left[\cos\theta+\kappa_x\sin\theta\langle x\rangle
+\frac{b\cos^2\theta}{2w^2}\left(\kappa_x\langle x^2\rangle+\kappa_y\langle y^2\rangle\right)\right].
\]
Since erosion lowers $h$, the added curvature coefficients are
\begin{align}
S_x^{\rm sp}&=-F\Omega Yb\left[\frac{\cos^2\theta}{2}\left(1+\frac{b^2\sin^2\theta}{w^2}\right)-\sin^2\theta\right],\\
S_y^{\rm sp}&=-\frac{F\Omega Yb}{2}\cos^2\theta .
\end{align}
The flat-surface integral also gives $Y\propto\exp[-b^2\cos^2\theta/(2w^2)]$.

Take $b=2$ nm, $w=1$ nm and $Y=0.5$ at $45^\circ$. The bracket is then $0.25$, and $S_x^{\rm sp}=-0.05\ \mathrm{nm^2/s}$. Divided by $a=4$, this lowers the threshold by $0.0125$ rad, or $0.7^\circ$. Solving numerically for the zero of the full coefficient gives $\theta_c=44.25^\circ$, with $a=3.82\ \mathrm{nm^2/s}$ per radian. The total $S_y$ there is still positive, $0.98\ \mathrm{nm^2/s}$. The zero is still linear, so the exponents survive, but $\delta$ must be measured from the shifted threshold.

\subsection*{Finite depth and short ripples}

Long-wave flow is the first term of a fuller result. Put $Z=qz$ and $Q=qd$, and write the Stokes velocities as $W(Z)\cos qx$ vertically and $-W'(Z)\sin qx$ horizontally, which conserves volume. Eliminating pressure gives $(\partial_Z^2-1)^2W=0$. With no flow at the base,
\[
W=\beta_1(\sinh Z-Z\cosh Z)+\beta_2Z\sinh Z .
\]
For a surface amplitude $H$, zero shear stress and the capillary normal stress require, at $Z=Q$,
\[
W''+W=0,\qquad 3W'-W'''=-\frac{\gamma q}{\eta}H .
\]
The second condition uses the pressure amplitude $\eta q(W'''-W')$ from the horizontal force balance. Write $c=\cosh Q$ and $g=\sinh Q$. The first condition is met by $\beta_1=k(c+Qg)$ and $\beta_2=kQc$. The second becomes $2k(c^2+Q^2)=-\gamma qH/\eta$, and the surface velocity is $W=k(gc-Q)$. The damping rate $R=-W/H$ is therefore
\begin{equation}
R=\frac{\gamma q}{2\eta}\,\frac{gc-Q}{c^2+Q^2}
=Bq^4\left(1-\frac95Q^2+\cdots\right).
\end{equation}
The expansion follows from $gc-Q=\frac23Q^3(1+\frac15Q^2+\cdots)$ and $c^2+Q^2=1+2Q^2+\cdots$. Because $Q_*^2\propto\delta$, this correction fades at threshold.

At large $q$, however, $R\to\gamma q/(2\eta)$, and an unlimited drive $Aq^2$ would overtake it. At $55^\circ$ this happens below a wavelength of 1.3 nm. That instability is false, because the drive was derived for slopes varying slowly across a collision. Averaging a sinusoidal slope over a Gaussian footprint of width $w$ multiplies the drive by $e^{-q^2w^2/2}$. I use this factor as an estimate; it removes the false instability in this example. It blurs both tilt effects alike, so its fourth-order part, $-Aw^2q^4/2$, vanishes at threshold together with $A$. That is an assumption. Suppose instead that the flux is set by the slope where the ion enters and the direction of the push by the slope where the atoms move, a mean distance $b\sin\theta$ downbeam. Then only the flux part $F\Omega M\sin^2\theta$ of the drive is multiplied by $e^{-q^2w^2/2}\cos(qb\sin\theta)$. This adds $F\Omega M\sin^2\theta\,(w^2+b^2\sin^2\theta)/2\approx1.4\ \mathrm{nm^4/s}$ to $B$ at threshold, about 8\%. The prefactor of the law changes, the exponents do not.

\subsection*{How far the simple law can be used}

The softened layer may also become thinner at oblique incidence. As an estimate, let $d\propto\cos\theta$, with $d=2$ nm at $45^\circ$ and $\eta$ held fixed. The table gives the change of $\lambda_*$ relative to the simple model with $A=-F\Omega M\cos2\theta$ and constant $B$. The beam angle is held fixed, and each maximum was located numerically.
\begin{center}
\begin{tabular}{cccc}
$\theta$ & sputtering & thinning & depth and footprint\\
$46^\circ$ & $-22\%$ & $-3\%$ & $-1\%$\\
$50^\circ$ & $-3\%$ & $-13\%$ & $-5\%$\\
$55^\circ$ & $+1\%$ & $-27\%$ & $-10\%$
\end{tabular}
\end{center}
Sputtering matters most near threshold, where a small shift of $\theta_c$ is a large fraction of $\delta$. The other effects grow with distance.

With all of them included, and $\delta$ measured from $44.25^\circ$, the numerical maximum at $0.1^\circ$ is at 460 nm, against 462 nm from the law with the new $a$ and $B$. At $0.2^\circ$ the values are 324 and 327 nm. The relative error roughly doubles with $\delta$, as expected for a first-order correction. Between these two points the exponents are $-0.505$ for wavelength and $2.008$ for growth. At $10^\circ$ the full model gives 31 nm instead of 46 nm, and a growth rate 1.8 times that of the law. These values use the common footprint factor. With the separate footprints described above, the exponents stay near $-1/2$ and $2$, but the wavelength at $0.1^\circ$ lies about 4\% above this law, and at $10^\circ$ it is 36 nm with a growth rate 1.5 times that of the law. The law is then a guide to size, not a precise prediction.

\subsection*{Beside real surfaces}

Argon beams of a few hundred eV on clean silicon do produce ripples with wavevector along the beam beyond roughly $45$--$50^\circ$, with wavelengths of tens of nanometres. The model's threshold, $44$--$45^\circ$, is at the lower edge of that range, and its wavelengths a few degrees beyond threshold are tens of nanometres. The threshold does not identify the mechanism: in its simplest form, flow driven by ion-induced stress in the softened layer also changes from smoothing to roughening at $45^\circ$. The agreement in wavelength is no test of the model either, because $M$ and $\eta$ are uncertain by factors of several. At fixed $\delta$ and with the other parameters held, $\lambda_*\propto(M\eta)^{-1/2}$, so doubling either shortens the ripple by 29\%. Of the effects in the table above, thinning of the softened layer matters most away from threshold: the estimate $d\propto\cos\theta$ shortens the wavelength by 27\% at $55^\circ$. This size depends on the assumed law. A depth equal to $b\cos\theta$ plus a constant gives 19\% when matched to $d=2$ nm at $45^\circ$, and 11.5\% when the constant is $2w$. Changes of $M$ and $\eta$ with angle are left out of these estimates. A change of $M$ would also move the threshold: if $M$ were proportional to the cosine of the local angle of incidence, $S_x$ without sputtering would vanish at $35.3^\circ$ instead of $45^\circ$. Large ripples also leave the small-slope regime, after which their spacing need not remain $\lambda_*$.

Numerical values quoted here were computed with a short program.
